# When the commensurate twisted bilayer graphene cell shrinks by three

## Which translations survive the twist

**What symmetry allows.** Each graphene layer has a triangular lattice of translations, which a turn by 60 degrees maps onto itself. The translations shared by two twisted layers therefore also form a set that is unchanged by a 60 degree turn. This fixes the possible answers before any calculation with the twist angle.

Take the lattice constant $a$ as the unit of length and write plane vectors as complex numbers. The primitive vectors of layer 1, at 60 degrees to each other, are $1$ and

$$
\omega=e^{i\pi/3},\qquad \omega+\bar\omega=1,\qquad \omega\bar\omega=1,\qquad \omega^2=\omega-1. \tag{1}
$$

The last relation follows from the first two: multiply $\omega+\bar\omega=1$ by $\omega$. The lattice of layer 1 is

$$
L=\{x+y\omega:\ x,y\ \text{integers}\}. \tag{2}
$$

Because $\omega^2=\omega-1$, the product of two members of $L$ is again in $L$. The complex conjugate of a member is also in $L$, since $\bar\omega=1-\omega$. The squared length is an integer,

$$
|x+y\omega|^2=x^2+xy(\omega+\bar\omega)+y^2=x^2+xy+y^2. \tag{3}
$$

Let $C$ be the set of shared translations, and suppose that it contains nonzero vectors. Let $t$ be a shortest one. Then $C$ also contains $\omega t$, and hence the whole triangular lattice $tL$ spanned by $t$ and $\omega t$. It contains nothing else. Any point of the plane lies in some equilateral triangle of this lattice, with side $|t|$, and so lies within the circumradius $|t|/\sqrt3$ of a corner. If a further member of $C$ existed, its difference from the nearest corner would be a nonzero member of $C$ shorter than $t$, which is impossible. Thus $C=tL$.

Now let $z$ be any shared translation, such as the edge of a proposed cell. It must have the form $z=\kappa t$ with $\kappa=x+y\omega$ in $L$. The area of the proposed rhombic cell, with edges $z$ and $\omega z$, exceeds that of the primitive cell by the factor

$$
\frac{|z|^2}{|t|^2}=|\kappa|^2=x^2+xy+y^2=1,3,4,7,\ldots \tag{4}
$$

A reduction by two is therefore excluded by symmetry, and three is the smallest reduction possible. Whether it occurs is a question about the integers that define the twist.

**The twist and the usual cell.** Let $m$ and $n$ be positive integers with no common factor. Before the twist, the vectors $m+n\omega$ and $n+m\omega$ have equal length by (3). Turn layer 2 by the angle $q$ that carries the second vector onto the first. Write

$$
z=m+n\omega,\qquad N=|z|^2=m^2+mn+n^2. \tag{5}
$$

Since $\omega\bar z=\omega(m+n\bar\omega)=n+m\omega$, the rotation is

$$
e^{iq}=\frac{z}{\omega\bar z}=\frac{\bar\omega z^2}{N}. \tag{6}
$$

The second form follows on multiplying numerator and denominator by $\bar\omega z$. Expanding the square gives

$$
\bar\omega z^2=\bar\omega(m^2+2mn\omega+n^2\omega^2)
=m^2\bar\omega+2mn+n^2\omega. \tag{7}
$$

The real part of both $\omega$ and $\bar\omega$ is $1/2$, so

$$
\cos q=\frac{m^2+4mn+n^2}{2(m^2+mn+n^2)}. \tag{8}
$$

The imaginary part of (7) is $\sqrt3(n^2-m^2)/2$. Hence $q$ is positive for $n>m$, and exchanging $m$ and $n$ reverses the twist and produces the mirror image. The numerator of (8) equals $N+3mn$, so $\cos q=1/2+3mn/(2N)$. It is greater than $1/2$, and it reaches 1 only for $m=n$, because $N-3mn=(m-n)^2$. The angles therefore lie between 0 and 60 degrees in magnitude. A twist of 30 degrees is absent from the set, because its cosine $\sqrt3/2$ is irrational while (8) is rational.

By construction, $z$ is a lattice vector of both layers, and so is $\omega z$. These two vectors span the usual cell. Its area is $N$ times that of a graphene cell. Each layer contributes two atoms per graphene cell, so the usual cell contains $4N$ atoms.

**What counts as a translation of the bilayer.** The layers are taken to be flat, rigid, unstrained and at different heights. An in-plane translation preserves height, so it is a symmetry of the bilayer only if it is a symmetry of each layer separately. The translations of a honeycomb are those in its lattice $L$. A shift from one sublattice to the other does not qualify, because the three bonds leaving an atom point in opposite directions on the two sublattices, while a translation cannot turn a bond. Therefore

$$
C=L\cap e^{iq}L. \tag{9}
$$

Displacing one layer rigidly in the plane changes neither set in (9). The size of the primitive cell is thus independent of the relative shift and of the axis about which the layers were turned.

**From geometry to divisibility.** A vector $w$ in $L$ is also a translation of layer 2 if turning it back gives a member of $L$. By (6), $e^{-iq}=\omega\bar z/z$, so the condition is that $\omega w\bar z/z$ belongs to $L$. The factor $\omega$ only turns the result by 60 degrees and can be removed:

$$
w\in C\quad\Longleftrightarrow\quad \frac{w\bar z}{z}\in L. \tag{10}
$$

The numerator contains $\bar z$, which can be exchanged for an ordinary integer. From (1) and (5),

$$
s=z+\bar z=2m+n,\qquad
\frac{w\bar z}{z}=\frac{w(s-z)}{z}=\frac{sw}{z}-w. \tag{11}
$$

Since $w$ is already in $L$, condition (10) is equivalent to $sw/z$ being in $L$. Multiplication of its numerator and denominator by $\bar z$ gives

$$
w\in C\quad\Longleftrightarrow\quad \frac{s\,w\bar z}{N}\in L. \tag{12}
$$

Write $w\bar z=X+Y\omega$ with integer $X$ and $Y$. Condition (12) says that $N$ divides both $sX$ and $sY$. Let $g$ be the greatest common divisor of $s$ and $N$. The integers $s/g$ and $N/g$ have no common factor, so $N/g$ must divide $X$ and $Y$ themselves. Conversely, if it does, then $N$ divides $gX$ and $gY$, and hence their multiples $sX$ and $sY$. Thus

$$
w\in C\quad\Longleftrightarrow\quad w\bar z\in \frac{N}{g}L,
\qquad g=\gcd(2m+n,N). \tag{13}
$$

**The only possible common factor.** Squaring $s$ gives the identity

$$
4N=(2m+n)^2+3n^2=s^2+3n^2. \tag{14}
$$

Suppose that a prime $P$ divides both $s$ and $N$. Then it divides $3n^2$. If $P$ is not 3, it divides $n$, and from $s=2m+n$ it also divides $2m$. An odd $P$ would then divide both $m$ and $n$, contrary to their choice. If $P=2$, then $n$ is even and $m$ is odd, so $N=m^2+mn+n^2$ is odd, again a contradiction. The only prime left is 3.

To find when 3 occurs, write

$$
N=(m-n)^2+3mn,\qquad s=3m-(m-n). \tag{15}
$$

Both numbers are divisible by 3 if $m-n$ is, and neither is otherwise. In the divisible case, $m$ and $n$ leave the same remainder on division by 3. That remainder is not zero, since otherwise 3 would be a common factor. Consequently $3mn$ is not divisible by 9, while $(m-n)^2$ is, so $N$ contains just one factor of 3. We obtain

$$
g=\begin{cases}
3,&3\mid(m-n),\\
1,&3\nmid(m-n),
\end{cases}
\tag{16}
$$

where the vertical bar means "divides".

**The irreducible case.** If $g=1$, equation (13) requires $w\bar z=Nv=z\bar zv$ for some $v$ in $L$. Cancelling the nonzero factor $\bar z$ gives $w=zv$. Every vector of this form is shared, since $w\bar z=Nv$ then satisfies (13). Hence $C=zL$, and the usual cell is primitive.

**The reducible case.** If $g=3$, define

$$
t=\frac{z}{1+\omega}. \tag{17}
$$

The denominator satisfies $(1+\omega)(1+\bar\omega)=1+1+1=3$. Using $1+\bar\omega=2-\omega$, we find

$$
\begin{aligned}
t&=\frac{(m+n\omega)(2-\omega)}3\\
&=\frac{2m+(2n-m)\omega-n(\omega-1)}3\\
&=\frac{2m+n}{3}+\frac{n-m}{3}\omega .
\end{aligned}
\tag{18}
$$

Both coefficients are integers, because $2m+n=3m+(n-m)$. Thus $t$ is in $L$, and $|t|^2=N/3$.

Equation (13) now requires $w\bar z=(N/3)v$ with $v$ in $L$. Multiplying by 3 and cancelling $\bar z$ gives

$$
3w=zv=t(1+\omega)v. \tag{19}
$$

So $3w$ belongs to $tL$. The vector $|t|^2w=t(\bar t w)$ also belongs to $tL$. The integers 3 and $|t|^2=N/3$ have no common factor, because $N$ contains only one factor of 3. There are therefore integers $\alpha$ and $\beta$ with $3\alpha+|t|^2\beta=1$, and

$$
w=\alpha(3w)+\beta(|t|^2w)\in tL. \tag{20}
$$

Conversely, if $w=tu$ with $u$ in $L$, then $\bar z=(1+\bar\omega)\bar t$ gives

$$
w\bar z=t\bar t(1+\bar\omega)u=\frac N3(1+\bar\omega)u, \tag{21}
$$

which satisfies (13). Hence $C=tL$. Each layer has $N/3$ graphene cells in the primitive cell, and the number of atoms is

$$
N_{\rm at}=
\begin{cases}
\dfrac{4(m^2+mn+n^2)}3,&3\mid(m-n),\\[2mm]
4(m^2+mn+n^2),&3\nmid(m-n).
\end{cases}
\tag{22}
$$

The usual cell is reducible by three if and only if $m-n$ is divisible by 3. No larger reduction occurs for coprime integers.

**Two limits of the rule.** For $m=n=1$ the twist vanishes. The usual formula gives $4\times3=12$ atoms, while (22) gives 4, the correct number for two aligned layers with any rigid shift.

Coprimality is essential. If both integers are multiplied by $d$, equation (8) gives the same twist but $N$ grows by $d^2$. The enlarged cell then has a further redundancy of $d^2$. For the pair $(2,4)$, $N=28$, whereas a direct search for shared lattice points finds 7 graphene cells per layer. This is the result for $(1,2)$. The difference $2-4$ is not divisible by 3, yet the cell is reducible by four. A common factor must therefore be removed before (22) is applied.

## The reduced cell, its moiré content and real bilayers

**Results carried forward.** Lengths are in units of $a$ unless $a$ is shown, and $\omega=e^{i\pi/3}$ generates the graphene lattice $L$. The coprime positive integers $m,n$ define $z=m+n\omega$ and $N=|z|^2=m^2+mn+n^2$. Layer 2 is turned by $q$, with $e^{iq}=z/(\omega\bar z)$. The usual cell has side $a\sqrt N$ and $4N$ atoms. If 3 divides $m-n$, the primitive edge is $t=z/(1+\omega)$, its length is $a\sqrt{N/3}$, and the cell has $4N/3$ atoms. Otherwise the usual cell is primitive.

**Small cells by hand.** For $(1,2)$, $N=1+2+4=7$ and the difference is 1. All 28 atoms are needed, and the twist is 21.79 degrees.

For $(1,4)$, $N=1+4+16=21$ and the difference is 3. The usual cell has 84 atoms, but the primitive cell has 28. The twist is 38.21 degrees. Equation (18) gives the shorter translation $t=2+\omega$, with $|t|^2=4+2+1=7$. It can be checked directly that layer 2 has this translation. Since $z=(1+\omega)t$ and $(1+\omega)/(1+\bar\omega)=\omega$, equation (6) becomes

$$
e^{iq}=\frac{(1+\omega)t}{\omega(1+\bar\omega)\bar t}=\frac t{\bar t}. \tag{23}
$$

The twist thus carries $\bar t=2+\bar\omega=3-\omega$, a lattice vector of the unturned layer, onto $t$.

For $(2,5)$, $N=4+10+25=39$. The usual 156 atoms reduce to 52, at a twist of 27.80 degrees.

A direct search covered all 72 coprime pairs with $1\le m\le n\le15$. It located the lattice points common to both layers and measured the smallest cell they span. The result agreed with (22) for every pair, 17 of which were reducible.

**Where the smaller cell comes from.** Take $n>m$, since the opposite order only gives the mirror image. In the reducible case write $t=p+r\omega$, where (18) gives

$$
p=\frac{2m+n}{3},\qquad r=\frac{n-m}{3}. \tag{24}
$$

Use the integers $p,r$ to define a twist in the same way as $m,n$. By (6) and (23), its rotation is

$$
\frac{t}{\omega\bar t}=\bar\omega e^{iq}=e^{i(q-\pi/3)}. \tag{25}
$$

The pair $(p,r)$ therefore describes the twist $q-60^\circ$. Since a 60 degree turn leaves a graphene lattice unchanged, the shared translations are the same at $q$ and $q-60^\circ$. The usual construction applied to $(m,n)$ finds a cell three times too large, while the same construction applied to $(p,r)$ finds the primitive one.

The partner pair cannot be reduced again. A common factor of $p$ and $r$ would divide $t$, and hence $z=(1+\omega)t$, and would be common to $m$ and $n$. Moreover $p-r=m$, which is not divisible by 3 in the reducible case. For $(1,4)$ the partner is $(2,1)$, the mirror image of $(1,2)$. This explains why the twists of $(1,4)$ and $(1,2)$ add up to 60 degrees and why both primitive cells have 28 atoms.

Equal translation lattices do not imply equal atomic arrangements. Turning a honeycomb by 60 degrees about a hexagon centre restores every atomic site. Turning it about an atom gives the same honeycomb displaced rigidly, because rotations through equal angles about different points differ by a translation. The two bilayers may therefore differ in their relative shift, which affects the local registry but not the count in (22). At such large twists the shift can change the character of the bands. In a tight-binding model with exponentially decaying hopping and both twists made about an atom, the four levels nearest neutrality at the zone corner lie at about $-3,0,0,+3$ meV for $(1,2)$ but at $-3,-3,+3,+3$ meV for $(1,4)$, measured from their mean.

**Consequences for diffraction and bands.** In the reducible case, $3t=(1+\bar\omega)z$, so three steps of $t$ lead to a translation of the usual lattice. One step does not, because $|t|<|z|$. The atoms of the usual cell thus form triples displaced by $0$, $t$ and $2t$. For a reciprocal vector $\mathbf Q$ of the usual lattice, let $\eta=\mathbf Q\cdot\mathbf t$, with $\mathbf t$ the vector represented by $at$. The scattering amplitude contains the factor

$$
1+e^{i\eta}+e^{2i\eta}=
\begin{cases}
3,&\eta\in2\pi\mathbb Z,\\
0,&\text{otherwise},
\end{cases}
\tag{26}
$$

since $3\eta$ is a multiple of $2\pi$. This factor removes two thirds of the reciprocal points suggested by the usual cell. For rigid layers most of the remaining points are also empty in single scattering, because each layer then scatters only at its own reciprocal vectors. The primitive Brillouin zone is three times as large. A band calculation in the usual cell folds three of its wavevectors onto one, which triples the number of bands without adding states to the crystal.

**How many moiré cells are enclosed.** The moiré period $L_M$ is the repeat distance of the slowly varying local registry, and need not be a translation of the atoms. We restrict this part to twists with $|q|<30^\circ$. At larger twists other reciprocal vectors of the two layers lie closer together, so $|q|$ in (27) must be replaced by $60^\circ-|q|$, and (29) and the cell counts below do not apply. Let $G=4\pi/(\sqrt3a)$ be the length of a shortest reciprocal vector of graphene. The corresponding vectors of the two layers differ by a vector of length $2G\sin(|q|/2)$. A triangular pattern with this reciprocal length has the period

$$
L_M=\frac{4\pi}{\sqrt3\,[2G\sin(|q|/2)]}
=\frac{a}{2\sin(|q|/2)}. \tag{27}
$$

The sine follows from the two vectors that the twist brings together. Their separation before the twist is

$$
|z-\omega\bar z|=|(m-n)(1-\omega)|=|m-n|, \tag{28}
$$

because $|1-\omega|=1$. They have length $\sqrt N$ and enclose the angle $|q|$, so their separation is also $2\sqrt N\sin(|q|/2)$. For $m\ne n$,

$$
\sin\frac{|q|}2=\frac{|m-n|}{2\sqrt N},\qquad
L_M=\frac{a\sqrt N}{|m-n|}. \tag{29}
$$

Comparing areas, the usual cell contains $(m-n)^2$ moiré cells. The primitive cell contains the same number if it is irreducible, and $(m-n)^2/3$ if it is reducible. At nearly equal twist, differences $|m-n|=1,2,3$ therefore require atom numbers in the approximate ratio $1:4:3$. The atom count is not a smooth function of the angle, although $L_M$ is.

**A bilayer near the magic angle.** The magic angle of graphene is roughly one degree. We compare the pairs $(31,32)$ and $(94,97)$, with the lattice constant set to $a=0.246$ nm as a model input for both. For the second pair,

$$
N=94^2+94\times97+97^2=8836+9118+9409=27363. \tag{30}
$$

Equation (29) gives $\sin(q/2)=3/(2\sqrt{27363})$, so $q=1.0391$ degrees. The usual cell has $4\times27363=109452$ atoms and a side of $0.246\sqrt{27363}=40.7$ nm. Since $97-94=3$, the primitive cell has 36484 atoms and a side of $40.7/\sqrt3=23.5$ nm. The moiré period is $40.7/3=13.6$ nm, and the primitive cell contains three moiré cells instead of nine.

For $(31,32)$, $N=961+992+1024=2977$. The twist is 1.0501 degrees, and the primitive cell has 11908 atoms. Its side equals the moiré period, 13.4 nm. A change of 0.011 degrees in twist thus changes the atom number by a factor of about three but the moiré period by only about one percent.

The reduction matters in an atomistic calculation. With one orbital per atom and 16 bytes per complex number, a dense matrix for the usual $(94,97)$ cell occupies $16\times109452^2$ bytes, or 192 GB. The primitive cell needs 21.3 GB, smaller by $3^2=9$. If the time of a dense diagonalization grows as the cube of the matrix size, each one is 27 times faster. At equal sampling density in reciprocal space, the larger Brillouin zone needs three times as many wavevectors, so the saving in total time is a factor of nine.

**Relaxation of the atoms.** Real layers are not rigid. They shift to enlarge the regions of favourable stacking. A simple estimate uses the stacking energy per graphene cell,

$$
W(\boldsymbol\delta)=c\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\boldsymbol\delta),
\qquad c>0, \tag{31}
$$

where $\boldsymbol\delta$ is the local offset of the layers and the three vectors $\mathbf G_j$, of length $G$, are 120 degrees apart. The energy is highest, $3c$, for atoms directly above one another. For small $q$ the unrelaxed offset is $q\,\hat{\mathbf z}\times\mathbf r$, with $\hat{\mathbf z}$ the layer normal. The phase in (31) becomes $\phi_j=\mathbf g_j\cdot\mathbf r$, where $\mathbf g_j=q\,\mathbf G_j\times\hat{\mathbf z}$ has length $g=qG$ and is perpendicular to $\mathbf G_j$.

Let the relaxation add the relative displacement

$$
\mathbf u=A\sum_j\hat{\mathbf G}_j\sin\phi_j, \tag{32}
$$

shared equally, with opposite signs, by the layers. Each wave is transverse and so produces shear without a change of area. To first order in $A$, the stacking energy changes by $-c\sum_j(\mathbf G_j\cdot\mathbf u)\sin\phi_j$. Different sine waves average to zero in products, and $\sin^2\phi_j$ averages to $1/2$, so the mean change is $-3cGA/2$.

For the elastic cost, let $\mu$ be the shear modulus times the area of a graphene cell. A layer with shear strain $e$ has energy $2\mu e^2$ per cell. One wave gives $e=(A/2)g\cos\phi_j/2$, hence a mean energy $\mu A^2g^2/16$ per layer. Two layers and three waves give

$$
\Delta E=-\frac32cGA+\frac38\mu g^2A^2. \tag{33}
$$

Setting the derivative with respect to $A$ to zero yields

$$
A=\frac{2cG}{\mu g^2}=\frac{2c}{\mu q^2G}. \tag{34}
$$

This requires $GA\ll1$. With the rough values $c=4$ meV and $\mu=47$ eV per cell, (34) gives $A\approx0.018$ nm for $(94,97)$. Here $GA$ is about 0.5, so the expansion is poor. Minimising the sum of the stacking and elastic energies without expanding the stacking term, but still with the form (32), gives about 0.014 nm. The linear result is roughly 30 percent larger than this value. At 10 degrees, where $GA$ is about 0.006, the two amplitudes agree within 2 percent. For $(94,97)$ the largest displacement in each layer is about 0.012 nm. This estimate omits shorter waves and corrugation. Within the same energy model, including the shorter waves raises the largest displacement by about 5 percent, to 0.013 nm. The result depends strongly on the rough value of $c$: halving it gives 0.007 nm and doubling it gives 0.020 nm. These figures therefore fix only the order of magnitude for a real bilayer.

Relaxation does not by itself alter the atom count. Forces in the starting structure have its period, so moving the atoms along them preserves that period. A larger period requires spontaneous symmetry breaking. A smaller one is excluded while the bonded networks remain intact and the displacements bounded. A translation $T$ of the relaxed bilayer maps each bonded network onto itself, so it permutes the ideal sites as some symmetry of the honeycomb does. Because the displacements are bounded, every ideal site moves by $T$ up to a bounded error. This excludes rotations and reflections and leaves a shift by a lattice vector $w$. After $k$ repetitions, $kT$ must still lie within a bounded distance of $kw$. This forces $T=w$, and the argument holds for both layers, so $T$ is already in $C$.

**Grown and transferred bilayers.** Twisted bilayers can be made by chemical vapour deposition of a second layer or by stacking two sheets. The lattice constant and twist used here are typical of graphene near the magic angle. Thermal expansion common to both layers scales every length and leaves (22) unchanged. A difference in strain between the layers, for instance after cooling from growth, breaks the exact coincidence. A rough isotropic mismatch of 0.1 percent makes the layers drift apart by $0.001\times23.5\approx0.02$ nm across one primitive $(94,97)$ cell, about one tenth of $a$. A rough twist variation of 0.05 degrees gives a drift of about 0.02 nm. It also exceeds the 0.011 degrees separating the two pairs, and changes the moiré period by about 5 percent, since $L_M$ varies as $1/q$ at small angles. With such disorder, a sample cannot be assigned one of these two atom counts. The primitive cell then serves as a periodic approximant, useful for properties that vary slowly with twist and strain. The flat bands near the magic angle are not such a property. In a continuum model whose magic angle lies near 1.09 degrees, their splitting at the zone centre is about 9.5 meV at 1.0391 degrees and 7.3 meV at 1.0501 degrees, and it runs from about 19 meV to 1 meV between 0.99 and 1.09 degrees. The values depend on the model parameters, but the sensitivity means that one cell cannot represent the flat bands of a sample with this twist variation. The complete numerical output follows.

## Table of computed values

```
coprime pairs searched, 1 <= m <= n <= 15: 72
reducible pairs among them: 17
pair (2,4), common factor 2: N = 28, searched index = 7
pair (1,2): twist = 21.7868 deg, usual = 28 atoms, primitive = 28 atoms
pair (1,4): twist = 38.2132 deg, usual = 84 atoms, primitive = 28 atoms
pair (2,5): twist = 27.7958 deg, usual = 156 atoms, primitive = 52 atoms
rough graphene lattice constant: 0.246 nm
(31,32) N: 2977
(31,32) twist: 1.0501 deg
(31,32) usual cell: 11908 atoms, side 13.422 nm
(31,32) primitive cell: 11908 atoms, side 13.422 nm
(31,32) moire period: 13.422 nm
(31,32) moire cells per primitive cell: 1.000
(31,32) dense complex matrix, usual cell: 2.27 GB
(31,32) dense complex matrix, primitive cell: 2.27 GB
(94,97) N: 27363
(94,97) twist: 1.0391 deg
(94,97) usual cell: 109452 atoms, side 40.693 nm
(94,97) primitive cell: 36484 atoms, side 23.494 nm
(94,97) moire period: 13.564 nm
(94,97) moire cells per primitive cell: 3.000
(94,97) dense complex matrix, usual cell: 191.68 GB
(94,97) dense complex matrix, primitive cell: 21.30 GB
partner of (94,97): (95,1), twist 58.9609 deg
rough heterostrain: 0.10 percent
drift from heterostrain: 0.0235 nm
rough twist disorder: 0.050 deg
drift from twist disorder: 0.0205 nm
rough stacking coefficient: 4.0 meV per cell
rough shear modulus: 47.0 eV per cell
relaxation amplitude, linear formula: 0.0175 nm
relaxation amplitude, minimised energy: 0.0138 nm
largest relative displacement of layers: 0.0242 nm
largest displacement in each layer: 0.0121 nm
```
